# Self-Energy with the TDHF Response and Exchange Vertex, Complete Through Second Order

A GW self-energy built on Hartree-Fock (HF) orbitals contains the second-order ring diagram but not its exchange partner. For the highest occupied orbital of water, in the basis used below, the ring term at the HF energy is 0.282 Ry and the missing exchange term is −0.054 Ry, or about 0.73 eV (it is −0.048 Ry in cc-pVDZ and −0.065 Ry in aug-cc-pVDZ). Putting exchange into the screening alone does not repair this: the self-energy is still wrong at second order, and for this molecule the ionization energy gets worse. The missing term comes from the vertex, the place where the electron line meets the density fluctuation. This appendix derives a self-energy with the same exchange kernel in the response and in the vertex, in a form that can be coded directly.

## Conventions

Rydberg units are used with $\hbar=1$: $h=-\nabla^2+v_{\rm ext}$ and $v=2/|\mathbf r-\mathbf r'|$. The orbitals are real spin orbitals that solve the HF equations, with energies $\varepsilon_p$. Labels $i,j$ are occupied, $a,b$ empty, and all others general. Integrals are

$$(pq|rs)=\int\! dx\,dx'\,\varphi_p(x)\varphi_q(x)\,v\,\varphi_r(x')\varphi_s(x'),$$

$$\langle pq|rs\rangle=(pr|qs),\qquad \langle pq\|rs\rangle=\langle pq|rs\rangle-\langle pq|sr\rangle .$$

The density matrix is $\rho_{rs}=\langle a_s^\dagger a_r\rangle$, and the HF potential is $\sum_{rs}\langle ps\|qr\rangle\rho_{rs}$.

A number such as 1 stands for position, spin and time, and $v(1,3)$ contains $\delta(t_1-t_3)$.

## The exact starting equation

Add a source $\int\varphi(3)\,n(3)$ to the Hamiltonian, where $n$ is the density operator, and write

$$G(1,2)=-i\,\frac{\langle T\,S\,\psi(1)\psi^\dagger(2)\rangle}{\langle S\rangle},\qquad S=T e^{-i\int\varphi n}.$$

Differentiating numerator and denominator gives

$$\frac{\delta G(1,2)}{\delta\varphi(3)}=-\langle T\,n(3)\psi(1)\psi^\dagger(2)\rangle+i\langle n(3)\rangle G(1,2).$$

Multiplication by $i$ turns this into

$$-i\langle T\,n(3)\psi(1)\psi^\dagger(2)\rangle=i\frac{\delta G(1,2)}{\delta\varphi(3)}+\langle n(3)\rangle G(1,2).$$

The left side is what the interaction produces in the equation of motion of $G$, with $t_3$ just after $t_1$:

$$(i\partial_{t_1}-h-\varphi)G(1,2)=\delta(1,2)-i\!\int\! d3\,v(1,3)\langle T n(3)\psi(1)\psi^\dagger(2)\rangle .$$

The self-energy is defined by $G^{-1}=i\partial_t-h-\varphi-\Sigma$. Hence $\Sigma G=V_HG+i\int v\,\delta G/\delta\varphi$, where $V_H$ is the Hartree potential. Differentiating $GG^{-1}=1$ gives $\delta G=-G\,(\delta G^{-1})\,G$. Multiplying from the right by $G^{-1}$,

$$\Sigma(1,2)=V_H(1)\delta(1,2)-i\!\int\! d3\,d4\,v(1,3)G(1,4)\frac{\delta G^{-1}(4,2)}{\delta\varphi(3)} .$$

Now $\delta G^{-1}(4,2)/\delta\varphi(3)=-\delta(4,2)\delta(4,3)-\delta\Sigma(4,2)/\delta\varphi(3)$. The first piece gives $iv(1,2)G(1,2)$ with $t_2=t_1+0$. There $G=i\langle\psi^\dagger(2)\psi(1)\rangle$, so the term is $-v\rho$, the exchange potential. The second piece is the correlation part:

$$\Sigma_c(1,2)=i\!\int\! d3\,d4\,v(1,3)\,G(1,4)\,\frac{\delta\Sigma(4,2)}{\delta\varphi(3)} . \qquad (1)$$

No approximation has been made so far.

## The approximation

Replace $\Sigma$ under the derivative in (1) by the HF functional, and take $G$ to be the HF Green function. The same replacement in $\delta G=G(\delta\varphi+\delta\Sigma)G$ fixes the response of the density matrix: it is time-dependent Hartree-Fock (TDHF). One kernel thus appears in two places.

Since the HF potential is instantaneous,

$$\delta\Sigma_{mq}(t_2)=\sum_{rs}\langle ms\|qr\rangle\,\delta\rho_{rs}(t_2).$$

The source enters through its matrix elements $\varphi_{uv}$, so $v(1,3)$ becomes $(pm|uv)$. With $\tau=t_1-t_2$ and $R_{rs,uv}(t_2-t_1)=\delta\rho_{rs}(t_2)/\delta\varphi_{uv}(t_1)$, time ordered, equation (1) becomes

$$\Sigma_{c,pq}(\tau)=i\sum_m G_m(\tau)\sum_{uv,rs}(pm|uv)\,R_{rs,uv}(-\tau)\,\langle ms\|qr\rangle . \qquad (2)$$

One end carries the bare interaction, the other the antisymmetrized one. Four-point quantities with more than one frequency never arise, because the kernel has no memory.

## The TDHF response

Linearize $i\dot\rho=[F,\rho]$, where $F$ is the Fock operator and $f$ the occupation (1 or 0):

$$(\omega-\varepsilon_r+\varepsilon_s)\,\delta\rho_{rs}=(f_s-f_r)\Big[\varphi_{rs}+\sum_{r's'}\langle rs'\|sr'\rangle\delta\rho_{r's'}\Big].$$

Only occupied-empty pairs respond. Set $X_{ia}=\delta\rho_{ai}$ and $Y_{ia}=\delta\rho_{ia}$. For $r=a,s=i$ the prefactor is $+1$; for $r=i,s=a$ it is $-1$. Without a source this gives

$$AX+BY=\Omega X,\qquad BX+AY=-\Omega Y, \qquad (3)$$

$$A_{ia,jb}=(\varepsilon_a-\varepsilon_i)\delta_{ij}\delta_{ab}+\langle aj\|ib\rangle,\qquad B_{ia,jb}=\langle ab\|ij\rangle .$$

Assume that the HF state is stable, so that $A\pm B$ are positive definite. The frequencies are then real and the modes complete. Take $\Omega_S>0$.

To fix the normalization, write $z=(X,Y)$, $\eta={\rm diag}(1,-1)$ and $\mathcal M$ for the matrix with blocks $A,B;B,A$. The driven equation is $(\omega\eta-\mathcal M)\delta\rho=\varphi$, and (3) reads $\mathcal Mz_S=\Omega_S\eta z_S$. Each mode has a partner $\bar z_S=(Y,X)$ at $-\Omega_S$. Choose $z_S^T\eta z_S=\sum_{ia}(X^2-Y^2)=1$; then $\bar z_S^T\eta\bar z_S=-1$. Expanding $\delta\rho$ in these vectors and projecting with $z_S^T$ and $\bar z_S^T$ gives

$$R_{rs,uv}(\omega)=\sum_S\left[\frac{\rho^S_{rs}\rho^S_{uv}}{\omega-\Omega_S+i0}-\frac{\rho^S_{sr}\rho^S_{vu}}{\omega+\Omega_S-i0}\right],$$

with $\rho^S_{ai}=X^S_{ia}$ and $\rho^S_{ia}=Y^S_{ia}$. The minus sign is the negative norm of the partner. The equation of motion fixes the poles and residues but not the infinitesimals. These follow from time ordering: inserting excited states between the two density fluctuations of a time-ordered ground-state average gives only phases $e^{-i\Omega_S|t|}$, so the poles at $+\Omega_S$ lie below the real axis and those at $-\Omega_S$ above it.

## The pole formula

In time, $R(t)$ has the factor $-ie^{-i\Omega_St}$ for $t>0$ and $-ie^{i\Omega_St}$ for $t<0$. The HF lines are $G_b=-i\theta(\tau)e^{-i\varepsilon_b\tau}$ and $G_j=i\theta(-\tau)e^{-i\varepsilon_j\tau}$.

For $\tau>0$ the line is empty and $R$ has negative argument. The factors are $i(-i)(-i)=-i$, multiplying $e^{-i(\varepsilon_b+\Omega_S)\tau}$, which transforms into $1/(\omega-\varepsilon_b-\Omega_S+i0)$. For $\tau<0$ the line is occupied. The factors are $i\cdot i\cdot(-i)=i$, multiplying $e^{-i(\varepsilon_j-\Omega_S)\tau}$, which transforms into $1/(\omega-\varepsilon_j+\Omega_S-i0)$.

Define the two vertices

$$M^S_{pr}=\sum_{ia}(X+Y)^S_{ia}(pr|ia),$$

$$\Lambda^S_{pr}=\sum_{ia}\left[X^S_{ia}\langle pi\|ra\rangle+Y^S_{ia}\langle pa\|ri\rangle\right].$$

For an empty line the right factor in (2) is $\sum_{rs}\langle bs\|qr\rangle\rho^S_{sr}=\sum_{ia}[X\langle ba\|qi\rangle+Y\langle bi\|qa\rangle]$. For real orbitals this is $\Lambda_{qb}$. For an occupied line it is $\sum_{rs}\langle js\|qr\rangle\rho^S_{rs}=\Lambda_{jq}$. Therefore

$$\Sigma_{c,pq}(\omega)=\sum_{S,b}\frac{M^S_{pb}\Lambda^S_{qb}}{\omega-\varepsilon_b-\Omega_S+i0}+\sum_{S,j}\frac{M^S_{pj}\Lambda^S_{jq}}{\omega-\varepsilon_j+\Omega_S-i0}. \qquad (4)$$

The index order of $\Lambda$ differs between the two sums and must be kept, because $\Lambda$ is not symmetric when $X\neq Y$. Dropping exchange in (3) and setting $\Lambda=M$ recovers GW with random-phase (RPA) screening.

For a spin-restricted closed shell, $M^S$ vanishes for triplet modes: spin-flip pairs have no density, and the two spin contributions of the remaining triplet cancel. Only singlets are needed. With spatial orbitals and $\sum(X^2-Y^2)=1$, each spin component of a singlet has amplitude $X/\sqrt2$, so that

$$M_{pr}=\sqrt2\sum_{ia}(X+Y)_{ia}(pr|ia),$$

$$\Lambda_{pr}=M_{pr}-\frac{1}{\sqrt2}\sum_{ia}\left[X_{ia}(pa|ir)+Y_{ia}(pi|ar)\right].$$

The direct integrals in $A$ and $B$ are then doubled and the exchange integrals are not.

## Why second order is complete

**What (4) contains.** At lowest order each mode can be taken as one pair: $X=1$, $Y=0$, $\Omega=\varepsilon_a-\varepsilon_i$. Degenerate pairs may mix, but the sum over them is the same for any orthonormal choice. The first sum becomes

$$\sum_{iab}\frac{\langle pi|ba\rangle\langle ba\|qi\rangle}{\omega+\varepsilon_i-\varepsilon_a-\varepsilon_b}.$$

The denominator is symmetric in $a,b$ and the second factor antisymmetric. Averaging the sum with its copy under $a\leftrightarrow b$ replaces $\langle pi|ba\rangle$ by $\frac12\langle pi\|ba\rangle$. In the second sum the numerator is $\langle pa|ji\rangle\langle ji\|qa\rangle$, and $i\leftrightarrow j$ does the same. Thus

$$\Sigma^{(2)}_{pq}=\frac12\sum_{iab}\frac{\langle pi\|ab\rangle\langle ab\|qi\rangle}{\omega+\varepsilon_i-\varepsilon_a-\varepsilon_b}+\frac12\sum_{ija}\frac{\langle pa\|ij\rangle\langle ij\|qa\rangle}{\omega+\varepsilon_a-\varepsilon_i-\varepsilon_j}. \qquad (5)$$

These are the ring and second-order exchange diagrams.

**What the exact self-energy contains.** "Order" needs a parameter. Take $H_\lambda=F+\lambda(V-v_{HF})$, where $V$ is the two-particle interaction and $F$ and $v_{HF}$ are the fixed Fock operator and HF potential at $\lambda=1$. The one-body part is $F-\lambda v_{HF}$; adding the HF potential $\lambda v_{HF}$ restores $F$. The HF orbitals and energies are therefore the same for every $\lambda$. Assume a gap and a ground state that connects smoothly to the HF determinant.

Equation (1) has an explicit factor $\lambda$ from $v$, and $\delta\Sigma/\delta\varphi$ is itself of order $\lambda$, so $\Sigma_c=O(\lambda^2)$. At first order the Hartree and exchange terms cancel $-\lambda v_{HF}$. Measured from HF, the self-energy starts at $\lambda^2$, and so do the changes in $G$ and $\rho$. The static correction $\lambda v_{HF}[\delta\rho]$ is then $O(\lambda^3)$.

To obtain $\Sigma_c$ through $\lambda^2$, the derivative in (1) is needed to order $\lambda$. To that order it is the derivative of the HF functional, because $\Sigma_c$ is $O(\lambda^2)$ also with the source present. The HF $G$ and the uncoupled density response suffice. This is the calculation that led to (5), so

$$\Sigma^{\rm exact}(\omega)-\lambda v_{HF}=\Sigma_c^{(4)}(\omega)+O(\lambda^3),$$

where $\Sigma_c^{(4)}$ is equation (4) with all integrals scaled by $\lambda$, at an $\omega$ away from the poles.

The argument uses the exchange vertex but not exchange in the response, which first acts at $\lambda^3$. RPA modes with the exchange vertex are also complete through second order. The reason for using one kernel lies elsewhere.

## One electron: what the common kernel gains

Let orbital 1 be the only occupied one. HF is then exact for it, and its removal energy must not change. With exchange in the response, $B_{1a,1b}=\langle ab\|11\rangle=0$, hence $Y=0$. The vertices that enter column $q=1$ of (4) are

$$\Lambda_{1b}=\sum_a X_{1a}\langle11\|ba\rangle=0,\qquad \Lambda_{11}=\sum_aX_{1a}\langle11\|1a\rangle=0 .$$

So $\Sigma_{p1}=0$ for every $p$. The first column of $\omega-\varepsilon-\Sigma$ contains only $\omega-\varepsilon_1$, the determinant has this factor, and the pole stays at $\varepsilon_1$.

With RPA response, $B_{1a,1b}=(a1|b1)$ does not vanish. Then $Y\neq0$, and $\Lambda_{1b}$ keeps the term $\sum_aY_{1a}\langle1a\|b1\rangle$: the electron partly screens itself. In a six-site chain ($x=0,\dots,5$) whose fixed Fock operator has hopping 1 Ry and site energies $0.1x^2$ Ry, with interaction $0.5/(1+|x-y|)$ Ry, $\Sigma_{11}(\varepsilon_1)$ is $-2.8\times10^{-3}$ Ry in GW, $-2.8\times10^{-4}$ Ry with RPA response and exchange vertex, and zero to rounding with the common kernel. The interaction includes the on-site term $x=y$, which does nothing for spinless fermions but enters the approximate self-energies through the bare interaction; without it the first two values are $-2.2\times10^{-3}$ and $-1.1\times10^{-4}$ Ry, and the third is still zero.

## Where the result fails

Third order is incomplete. The static correction is absent from (4), and it is not the whole defect. For three spinless fermions on the same chain, with interaction $\lambda/(1+|x-y|)$ Ry and $\lambda=0.01$, the total error matrix has norm $8.2\times10^{-10}$ Ry and the static correction $3.3\times10^{-10}$ Ry. By the triangle inequality at least $4.9\times10^{-10}$ Ry is left for other terms. These norms depend on the on-site term, which leaves the exact self-energy unchanged but enters (4) at third order through the bare vertex $M$. Without it the total error is $4.0\times10^{-10}$ Ry, and $2.6\times10^{-10}$ Ry remains after the static correction is added.

The matrix (4) is not symmetric, although the exact one is for real orbitals. The bare interaction sits at one end and the antisymmetrized one at the other. Since (5) is symmetric, the asymmetry starts no earlier than third order; in the chain it scales as $\lambda^3$.

Pole strengths can be negative. Take weak coupling and no degenerate pairs, and let $x=\langle pi|ba\rangle$ and $y=\langle pi|ab\rangle$. The poles near $\varepsilon_b+\Omega_{ia}$ and $\varepsilon_a+\Omega_{ib}$ have diagonal strengths $x(x-y)$ and $y(y-x)$. Their sum $(x-y)^2$ is not negative, but if $x$ and $y$ have the same sign and differ, one of the two is. In a closed shell the degenerate spin pairs mix into singlets and triplets. With spatial orbitals the strengths are then $x(2x-y)$ and $y(2y-x)$, and one is negative only if $x$ and $y$ have the same sign and one is more than twice the other. In (5) the poles coincide and the sum is all that shows. In (4) they separate, and the spectral function can become negative near one of them. In GW the diagonal strengths are squares $M^2$ and this cannot happen. Equation (4) is therefore safer for quasiparticle energies far from its poles than for satellite spectra.

Finally, if the HF state is unstable, $A+B$ or $A-B$ has a negative eigenvalue and the derivation of (4) no longer holds.

## Water

The molecule has O–H distances of 0.96 Å and an angle of 104.5°. The basis is 6-31G, with the oxygen 1s orbital frozen, which leaves 8 electrons in 12 orbitals. The ionization energy is $-\omega$, where $\omega$ solves the diagonal equation $\omega=\varepsilon_p+\Sigma_{c,pp}(\omega)$ for the highest occupied orbital.

The reference is full configuration interaction (CI) in the same orbital space. It leaves out basis-set incompleteness, core correlation, nuclear motion and relativity, so the difference from it measures the error of the self-energy, together with that of the diagonal equation, and not the distance to experiment. Keeping the off-diagonal elements raises the GW and the full values by about 0.014 eV.

The HF value is 1.0025 Ry. At the HF energy the two second-order terms add to $0.28194-0.05397=0.22797$ Ry, which would lower the ionization energy to 0.7745 Ry. Solving the equation with its energy dependence gives 0.7960 Ry.

| Method | Ry | Minus full CI (eV) |
|---|---|---|
| HF | 1.0025 | +1.76 |
| Second order, (5) | 0.7960 | −1.05 |
| GW | 0.8858 | +0.17 |
| TDHF response, no vertex | 0.8345 | −0.53 |
| RPA response, vertex | 0.9173 | +0.60 |
| TDHF response, vertex | 0.8782 | +0.07 |
| Full CI | 0.8731 | 0 |

The full result is 0.8782 Ry = 11.95 eV, against 0.8731 Ry = 11.88 eV for full CI. Starting from GW, exchange in the response changes the ionization energy by $0.8345-0.8858=-0.0513$ Ry. Adding the vertex then changes it by $0.8782-0.8345=+0.0437$ Ry. The two nearly cancel, leaving $-0.0076$ Ry, or $-0.10$ eV. Either change alone makes the GW value worse here.

The table also shows what completeness does not promise. Second order alone and RPA response with the vertex are both complete through second order, yet both are further from full CI than GW is. At the actual interaction strength the higher orders matter. One ionization energy in one small basis does not establish a ranking of the methods.

The values are not converged in the basis. The full result rises from 0.8782 Ry to 0.8861 Ry in cc-pVDZ and to 0.9193 Ry in aug-cc-pVDZ, a shift of 0.56 eV, and GW rises from 0.8858 Ry to 0.8932 and 0.9175 Ry. The near cancellation persists, but the sign of what is left does not: in aug-cc-pVDZ the two changes are $-0.054$ and $+0.056$ Ry, and GW and the full method both lie within 0.05 eV of the CCSD(T) energy difference of 0.9208 Ry.

The quasiparticle factor $1/(1-\partial\Sigma_{c,pp}/\partial\omega)$ of the full method is 0.94, which corresponds to a slope $\partial\Sigma_{c,pp}/\partial\omega=1-1/0.937=-0.067$ at the solution. Among the addition poles the diagonal strengths run from $-0.006$ to $0.118$ Ry²: the negative ones occur in a real molecule too.

## Numerical checks

The order of each error was tested against the exact self-energy of the chain, obtained by diagonalization, at $z=0.938+0.5i$ Ry. When $\lambda$ is halved from 0.01 to 0.005, the error falls with power 2.00 for both variants without the vertex and 3.00 for both with it. Equation (4) was also tested against the frequency integral of (2), with $R$ found by matrix inversion instead of from modes, and the static TDHF response against self-consistent HF in a small field. The values are in the numerical output.

## Calculated quantities

```
Chain: 6 sites, 3 spinless fermions, hopping 1 Ry
HF energies (Ry): -1.3972 -0.4243 0.5113 1.3641 2.1292 3.3170
Test energy z = 0.9377 + 0.5i Ry
Error norms at lambda = 0.01, 0.005:
GW (RPA, no vertex): 3.380e-06, 8.460e-07 Ry, order 1.998
TDHF response, no vertex: 3.395e-06, 8.479e-07 Ry, order 2.001
RPA response + vertex: 7.215e-09, 9.030e-10 Ry, order 2.998
TDHF response + vertex: 8.194e-10, 1.022e-10 Ry, order 3.003
Second-order diagrams: 1.241e-09, 1.549e-10 Ry, order 3.002
Other norms at the same two lambda:
Static shift from density change: 3.297e-10, 4.112e-11 Ry, order 3.003
Asymmetry of TDHF self-energy: 1.081e-09, 1.349e-10 Ry, order 3.003
Pole formula vs integral, lambda 0.5: 8.5e-18 Ry
TDHF vs finite-field HF response: 2.0e-08 1/Ry
One electron, lambda 0.5, Sigma_11 at e_1:
  GW (RPA, no vertex): -2.777e-03 Ry
  TDHF response, no vertex: -3.205e-03 Ry
  RPA response + vertex: -2.825e-04 Ry
  TDHF response + vertex: -2.952e-19 Ry
Water: 12 active orbitals, 8 active electrons
HF total energy: -151.96788 Ry
HOMO second-order ring term at e: 0.28194 Ry
HOMO second-order exchange at e: -0.05397 Ry
Ionization energy (Ry | eV | minus full CI in eV):
  HF orbital energy: 1.00247 | 13.639 | +1.760
  Second order: 0.79598 | 10.830 | -1.049
  GW (RPA, no vertex): 0.88577 | 12.052 | +0.173
  TDHF response, no vertex: 0.83448 | 11.354 | -0.525
  RPA response + vertex: 0.91730 | 12.480 | +0.602
  TDHF response + vertex: 0.87816 | 11.948 | +0.069
  Full CI: 0.87309 | 11.879 | +0.000
Quasiparticle factor, TDHF + vertex: 0.9370
Weight of HOMO-hole determinant in cation: 0.9165
Lowest HOMO pole strength, TDHF + vertex: -6.099e-03 Ry^2
Highest HOMO pole strength, TDHF + vertex: 1.183e-01 Ry^2
```
